# Strain splitting of the silicon Raman triplet under [001] and [111] stress, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From the strained crystal to the secular equation

A stress that is not hydrostatic cannot in general be read from a silicon Raman shift with one stress coefficient for the whole line; the coefficient depends on the stress state and on which mode is observed. The line is a triplet, and uniaxial stress moves its members by different amounts. In the model crystal computed in Part 2, to first order in stress, a compression of 1 GPa along [001] raises the mode polarised along the stress by 2.6 cm⁻¹ and the other two by 1.1 cm⁻¹, while the mean shift is 1.6 cm⁻¹. Dividing the first shift by the mean coefficient would report 1.6 GPa instead of 1 GPa. The direction of this error belongs to the model: Part 2 notes that the splitting has the other sign in measured silicon, where the same misreading would give too small a stress. Two further errors arise in the shear terms. A factor of two is lost or doubled when tensor and engineering shear are confused, and the shear coefficient can even change sign when the two sublattices are not allowed to relax. The secular equation below fixes the factors of two, and the last section of Part 1 gives the correction for the relaxation.

### Coordinates and equation of motion

The diamond lattice has two atoms of equal mass $M$ per primitive cell, A and B. The axes $x,y,z$ are the cubic axes. The four bonds from an A atom point along $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$.

A homogeneous deformation without rotation takes a lattice vector $\mathbf R$ to $(1+\varepsilon)\mathbf R$, where $\varepsilon$ is a symmetric tensor. Its off-diagonal element $\varepsilon_{xy}$ is the tensor shear; the engineering shear is $2\varepsilon_{xy}$. An additional rigid rotation would turn the polarisation vectors with the crystal and leave the frequencies unchanged, so it is omitted.

At zero wavevector every cell vibrates in the same way. Let $\mathbf u_A$ and $\mathbf u_B$ be the displacements from the positions given by the homogeneous deformation. A common translation costs no energy, so the energy per cell depends on the strain and on

$$\mathbf w=\mathbf u_B-\mathbf u_A .$$

Write this energy as $E(\varepsilon,\mathbf w)$. Since $\partial\mathbf w/\partial\mathbf u_B=1$ and $\partial\mathbf w/\partial\mathbf u_A=-1$, Newton's equations are

$$M\ddot{\mathbf u}_B=-\frac{\partial E}{\partial\mathbf w},\qquad
M\ddot{\mathbf u}_A=+\frac{\partial E}{\partial\mathbf w}.$$

Their sum vanishes, which is the free translation. Their difference is $M\ddot{\mathbf w}=-2\,\partial E/\partial\mathbf w$. With the reduced mass $\mu=M/2$ this becomes

$$\mu\ddot{\mathbf w}=-\frac{\partial E}{\partial\mathbf w}.$$

For a given strain, let $\mathbf w^0(\varepsilon)$ be the static displacement at which $\partial E/\partial\mathbf w=0$. Small oscillations about it, proportional to $e^{-i\omega t}$ with polarisation vector $\mathbf v$, obey

$$\sum_j K_{ij}v_j=\omega^2v_i,\qquad
K_{ij}(\varepsilon)=\frac1\mu\left.\frac{\partial^2E}{\partial w_i\partial w_j}\right|_{\mathbf w^0(\varepsilon)} .$$

The strain is held fixed during the vibration, because a zone-centre optical phonon does not change the shape of the cell. The treatment is harmonic about the strained equilibrium. Thermal phonon interactions and free carriers are left out.

### What symmetry does to the relative displacement

Let $R$ be one of the 48 orthogonal matrices that permute the cubic axes and reverse any of them. If $R$ has an even number of minus signs, it maps the four bond directions given above onto themselves. The corresponding crystal operation keeps the sublattices apart, and $\mathbf w$ becomes $R\mathbf w$. If the number of minus signs is odd, the bond set is reversed and the crystal operation exchanges A and B. The new relative displacement is then $R\mathbf u_A-R\mathbf u_B=-R\mathbf w$. Therefore

$$E(R\varepsilon R^{T},\pm R\mathbf w)=E(\varepsilon,\mathbf w),$$

with the upper sign for an even and the lower sign for an odd number of reversals.

The inversion $R=-1$ has three minus signs, so it leaves $\mathbf w$ unchanged. The optical mode is thus even under inversion. Strain is even too, so a strained crystal with a static $\mathbf w^0$ still has an inversion centre. An even mode carries no electric dipole to first order in its amplitude, and hence no macroscopic field splits the triplet into longitudinal and transverse modes. This argument fails for zinc-blende crystals, whose two atoms differ and cannot be exchanged.

The second derivative with respect to $\mathbf w$ contains the sign $\pm$ twice, so it disappears:

$$K(R\varepsilon R^{T})=R\,K(\varepsilon)\,R^{T}\quad\text{for all 48 matrices } R .$$

The static displacement transforms in the same way as $\mathbf w$, so the relation holds for the relaxed crystal.

At $\varepsilon=0$, take $R$ to be the reversal of $x$. It gives $K_{xy}=-K_{xy}=0$ and $K_{xz}=0$; reversal of $y$ gives $K_{yz}=0$. Permutations of the axes make the diagonal elements equal. Hence $K_{ij}(0)=\omega_0^2\delta_{ij}$, which is the threefold degenerate $F_{2g}$ mode.

### Three deformation potentials

To first order in strain,

$$K_{ij}=\omega_0^2\delta_{ij}+\Lambda_{ij},\qquad
\Lambda_{ij}=\sum_{kl}K_{ijkl}\,\varepsilon_{kl}.$$

The coefficients are symmetric under $i\leftrightarrow j$ because second derivatives commute. They can be chosen symmetric under $k\leftrightarrow l$ because $\varepsilon$ is symmetric. No exchange of the pair $ij$ with the pair $kl$ is assumed.

Reversing $x$ multiplies $K_{ijkl}$ by $-1$ for each index equal to $x$. An invariant coefficient must therefore contain $x$ an even number of times, and the same holds for $y$ and $z$. The surviving types are $K_{xxxx}$, $K_{xxyy}$ and $K_{xyxy}$, together with their index permutations. Permuting the axes equates all members of each type, which leaves

$$K_{xxxx}=p,\qquad K_{xxyy}=q,\qquad K_{xyxy}=r .$$

All three have the dimension of a squared frequency, since strain has no dimension.

A character count confirms the number. The character of $R$ on symmetric tensors is

$$\chi(R)=\tfrac12\left[(\mathrm{tr}R)^2+\mathrm{tr}(R^2)\right].$$

The number of invariant couplings between two symmetric tensors is the group average of $\chi^2$. Multiplying $R$ by the inversion does not alter $\chi$, so the 24 proper rotations suffice. The identity has $\chi=6$. The eight threefold and six fourfold rotations have $\chi=0$. The three twofold rotations about cubic axes and the six about face diagonals have $\chi=2$. The average is

$$\frac{6^2+(3+6)\,2^2}{24}=\frac{72}{24}=3 .$$

If only the identity, the threefold rotations and the twofold rotations about cubic axes are kept, the average is $(36+12)/12=4$. The reason is that cyclic permutations alone do not equate $K_{xxyy}$ with $K_{xxzz}$. The three-constant form thus needs, besides the cyclic permutations and the double reversals, an operation that exchanges two cubic axes.

### The secular matrix and its factor of two

The diagonal element is

$$\Lambda_{xx}=K_{xxxx}\varepsilon_{xx}+K_{xxyy}\varepsilon_{yy}+K_{xxzz}\varepsilon_{zz}
=p\,\varepsilon_{xx}+q(\varepsilon_{yy}+\varepsilon_{zz}).$$

For the off-diagonal element the sum over $k$ and $l$ meets the shear twice:

$$\Lambda_{xy}=K_{xyxy}\varepsilon_{xy}+K_{xyyx}\varepsilon_{yx}=2r\,\varepsilon_{xy}.$$

The other elements follow by cyclic permutation. With $\lambda=\omega^2-\omega_0^2$, the condition for a nonzero polarisation vector is the secular equation

$$\begin{vmatrix}
\Lambda_{xx}-\lambda&2r\varepsilon_{xy}&2r\varepsilon_{xz}\\
2r\varepsilon_{xy}&\Lambda_{yy}-\lambda&2r\varepsilon_{yz}\\
2r\varepsilon_{xz}&2r\varepsilon_{yz}&\Lambda_{zz}-\lambda
\end{vmatrix}=0 .$$

If the input is engineering shear, the off-diagonal element is $r$ times that shear, with no further factor of two.

The whole matrix must be diagonalised. In the unstrained crystal every direction of $\mathbf w$ is an equally good polarisation vector; the strain selects the proper ones as far as it splits the levels. Reading shifts from the diagonal elements is correct when the shears vanish, but in general it gives wrong shifts when they do not. If the diagonal elements are equal, it misses the splitting altogether.

A strain tensor given in laboratory axes must first be brought to cubic axes. If the rows of $Q$ are the cubic unit vectors in laboratory components, then $\varepsilon_{\text{cubic}}=Q\,\varepsilon_{\text{lab}}Q^{T}$. The eigenvectors of $\Lambda$ are then polarisation vectors in cubic axes.

The frequency follows from

$$\omega=\sqrt{\omega_0^2+\lambda}=\omega_0+\frac{\lambda}{2\omega_0}-\frac{\lambda^2}{8\omega_0^3}+\dots$$

To first order in strain the shift is $\delta\omega=\lambda/(2\omega_0)$. The terms left out of $K$ are of second order in strain. Adding a symmetric matrix changes $\mathbf v\cdot K\mathbf v$, for unit $\mathbf v$, by at most the largest magnitude of its eigenvalues, and the ordered eigenvalues of $K$ obey the same limit. The error in each $\lambda$ is therefore also of second order, even where levels are degenerate.

### Hydrostatic strain

For $\varepsilon_{ij}=e\,\delta_{ij}$ the matrix is $(p+2q)e$ times the unit matrix. The triplet shifts without splitting, by $\delta\omega=(p+2q)e/(2\omega_0)$. The relative volume change is $3e$ to first order. The Grüneisen parameter, defined as minus the relative frequency change per relative volume change, is

$$\gamma=-\frac{\delta\omega/\omega_0}{3e}=-\frac{p+2q}{6\omega_0^2}.$$

For any strain the trace of $\Lambda$ is $(p+2q)(\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz})$. To first order in strain, the mean shift thus measures the volume change, and $p-q$ and $r$ govern the splittings.

### Why $r$ contains the internal displacement

Shear makes the four bonds inequivalent, and the sublattices then shift against each other. This changes the force constants at the same order as the shear itself.

The terms of $E$ that matter can be found from its symmetry. Reversing $x$ and $y$ together takes $\mathbf w$ to $(-w_x,-w_y,w_z)$; the other two double reversals act similarly. Among products of one $w$ component and one strain component, those that survive all three are $w_z\varepsilon_{xy}$, $w_x\varepsilon_{yz}$ and $w_y\varepsilon_{zx}$. Among cubic products of $\mathbf w$, the survivor is $w_xw_yw_z$. Hence

$$E=\dots+\frac{\kappa}{2}\mathbf w^2
+2\beta(\varepsilon_{yz}w_x+\varepsilon_{zx}w_y+\varepsilon_{xy}w_z)
+T\,w_xw_yw_z+\frac{\mu}{2}\,\mathbf w\cdot\Lambda^{c}\mathbf w+\dots$$

Here $\kappa=\mu\omega_0^2$, and $\Lambda^{c}$ is the secular matrix for clamped sublattices, $\mathbf w=0$, with shear constant $r_c$. The first dots stand for terms without $\mathbf w$, and the last for terms that do not affect $K$ at first order in strain.

Setting $\partial E/\partial w_z=0$ and keeping first order gives

$$\kappa w_z^0+2\beta\varepsilon_{xy}=0,\qquad
w_z^0=-\frac{2\beta\varepsilon_{xy}}{\kappa}.$$

The term $Tw_xw_y$ in that derivative is of second order in strain and has been dropped. In the second derivative, however, $T$ enters at first order:

$$\mu\Lambda_{xy}=\frac{\partial^2E}{\partial w_x\partial w_y}
=2\mu r_c\varepsilon_{xy}+Tw_z^0
=2\left(\mu r_c-\frac{\beta T}{\kappa}\right)\varepsilon_{xy}.$$

Comparison with $\Lambda_{xy}=2r\varepsilon_{xy}$ yields

$$r=r_c-\frac{\beta T}{\kappa\mu}.$$

Exchanging the names A and B reverses $\mathbf w$, and with it both $\beta$ and $T$; their product and $r$ do not change. The constants $p$ and $q$ receive no such correction, because diagonal strains cause no displacement at first order and the product $w_xw_yw_z$ has no second derivative of the type $\partial^2/\partial w_x^2$.

A calculation of $r$ from finite shears must therefore either relax the atoms in each sheared cell before the force constants are taken, or add the term $-\beta T/(\kappa\mu)$ to the clamped value.

Part 1 has reduced the first-order effect of strain on the triplet to a secular matrix with three constants, $p$, $q$ and $r$, and has shown that $r$ must include the relaxation of the sublattices. It remains to express the strain through the applied stress and to compute the shifts and the nonlinear error for a model crystal.
